# Continued fraction for a diagonal resolvent element from Lanczos coefficients

The amplitude for a quantum system started in a state $\phi$ to be found again in $\phi$, and the spectral function projected on $\phi$, are contained in one number per energy, the diagonal resolvent element

$$G(z)=\langle\phi|(z-H)^{-1}|\phi\rangle .$$

Computed directly from this definition, it requires a linear system of the full dimension of $H$ to be solved again at every $z$. Diagonalizing $H$ once removes the repetition, but it produces all eigenvectors when only their overlaps with $\phi$ are wanted, and for a large matrix it is out of reach. The way out is to replace $H$ by a small tridiagonal matrix that does not depend on $z$. The resolvent element of that matrix is a continued fraction, evaluated with a few divisions per energy. One must then know what the small matrix leaves out.

Let $H$ be Hermitian on a space of finite dimension $N$, and let $\phi\neq0$. Inner products are linear in the right-hand argument. The symbol $z$ inside a matrix expression means $z$ times the identity. I take $\operatorname{Im}z>0$ unless stated otherwise; the lower half-plane follows from $G(z^*)=G(z)^*$. If $\phi$ is dimensionless and $H$ is an energy, $G$ is an inverse energy.

The small matrix comes from the Lanczos process. Set $v_1=\phi/\|\phi\|$ and $b_0=0$, and for $k=1,2,\dots$ define

$$a_k=\langle v_k|Hv_k\rangle,\qquad w_k=Hv_k-a_kv_k-b_{k-1}v_{k-1},$$

$$b_k=\|w_k\|,\qquad v_{k+1}=w_k/b_k ,$$

stopping if $b_k=0$. The numbers $a_k$ are real because $H$ is Hermitian, and the $b_k$ are positive until the process stops.

These vectors are orthonormal, although each new one is explicitly corrected against two predecessors only. Suppose that $v_1,\dots,v_k$ are orthonormal. The definition, solved for $Hv_j$, reads

$$Hv_j=b_{j-1}v_{j-1}+a_jv_j+b_jv_{j+1}.\tag{1}$$

For $j<k$, Hermiticity gives $\langle v_j|Hv_k\rangle=\langle Hv_j|v_k\rangle$. By (1) this is zero if $j<k-1$, and it equals $b_{k-1}$ if $j=k-1$. The vector $w_k$ is therefore orthogonal to $v_{k-1}$, because $b_{k-1}-b_{k-1}=0$; to $v_k$, because $a_k-a_k=0$; and to all earlier vectors, because every term vanishes. Induction completes the argument.

Collect $v_1,\dots,v_m$ as the columns of $V_m$, and let $e_k$ be the unit vectors of the $m$-dimensional coefficient space. Equation (1) for $j=1,\dots,m$ becomes

$$HV_m=V_mT_m+b_mv_{m+1}e_m^T,\tag{2}$$

where $T_m$ is real, symmetric and tridiagonal, with diagonal $a_1,\dots,a_m$ and off-diagonal $b_1,\dots,b_{m-1}$. If $b_m=0$, the last term is absent. Multiplying by $V_m^\dagger$ gives $V_m^\dagger HV_m=T_m$, so $T_m$ is $H$ projected onto the Krylov space spanned by $\phi,H\phi,\dots,H^{m-1}\phi$. Since $\phi=\|\phi\|V_me_1$, the projected resolvent element is

$$G_m(z)=\|\phi\|^2\,[(z-T_m)^{-1}]_{11}.\tag{3}$$

If $b_m=0$, equation (2) gives $(z-H)V_m=V_m(z-T_m)$, hence $(z-H)^{-1}V_m=V_m(z-T_m)^{-1}$. Applying this to $e_1$ and taking the product with $\phi$ shows that $G_m=G$. If $b_m\neq0$, $G_m$ is an approximation, whose missing part is derived below.

To obtain the corner element in (3), consider a matrix with a scalar $\alpha$ in its corner and an invertible block $D$ below it. The first column $(x,y)^T$ of its inverse solves

$$\begin{pmatrix}\alpha&u^T\\u&D\end{pmatrix}\begin{pmatrix}x\\y\end{pmatrix}=\begin{pmatrix}1\\0\end{pmatrix}.$$

The lower row gives $y=-D^{-1}u\,x$. Inserting this in the upper row, $\alpha x+u^Ty=1$, gives

$$x=\frac{1}{\alpha-u^TD^{-1}u}.\tag{4}$$

The denominator is the Schur complement of $D$. It is what remains of the corner after the other unknowns have been eliminated.

Let $T^{(k)}$ be the trailing block of $T_m$ formed by rows and columns $k$ to $m$, and let $g_k(z)$ be the first diagonal element of $(z-T^{(k)})^{-1}$. Split off the first row and column of $z-T^{(k)}$. Then $\alpha=z-a_k$ and $D=z-T^{(k+1)}$, while $u$ has the single nonzero entry $-b_k$ in its first position. The two minus signs cancel in the quadratic form, so $u^TD^{-1}u=b_k^2g_{k+1}$, and (4) becomes

$$g_k=\frac{1}{d_k},\qquad d_k=z-a_k-b_k^2g_{k+1},\qquad d_m=z-a_m.\tag{5}$$

Each elimination leaves a problem of the same form with one row fewer. Repeating it from $k=1$ down to the last row yields

$$G_m(z)=\cfrac{\|\phi\|^2}{z-a_1-\cfrac{b_1^2}{z-a_2-\cfrac{b_2^2}{\ddots-\cfrac{b_{m-1}^2}{z-a_m}}}}.\tag{6}$$

Physically, $v_1$ is the first site of a chain with site energies $a_k$ and couplings $b_k$. The term $b_1^2g_2$ is the self-energy that the rest of the chain gives to this site.

The eliminations are legitimate off the real axis, because a real symmetric block has real eigenvalues and $z-T^{(k+1)}$ is then invertible. The denominators also stay away from zero. From $\operatorname{Im}(1/d)=-\operatorname{Im}d/|d|^2$,

$$\operatorname{Im}d_k=\operatorname{Im}z+b_k^2\,\frac{\operatorname{Im}d_{k+1}}{|d_{k+1}|^2}\ \ge\ \operatorname{Im}z ,$$

by induction upwards from $\operatorname{Im}d_m=\operatorname{Im}z$. In particular $|G_m|\le\|\phi\|^2/\operatorname{Im}z$.

On the real axis an intermediate division may fail although $G_m$ is finite. As $z\to a_m$ with $m\ge3$, $d_m\to0$ and $g_m$ diverges, so $d_{m-1}$ diverges and $g_{m-1}\to0$. The next denominator is then $a_m-a_{m-2}$, as if the last two levels were absent. Hence $G_m(a_m)=G_{m-2}(a_m)$ when both are finite. The singularity belongs to the order of elimination and not to the function.

The same elimination, applied to $H$ itself, gives the part lost by stopping at $m$. Let $Q=1-V_mV_m^\dagger$ project onto the complement of the Krylov space, and write the solution of $(z-H)x=\phi$ as $x=V_mc+y$ with $Qy=y$. Equation (2) gives $QHV_m=b_mv_{m+1}e_m^T$, and its adjoint gives $V_m^\dagger Hy=b_me_m\langle v_{m+1}|y\rangle$. The two projections of the linear system are therefore

$$(z-T_m)c-b_me_m\langle v_{m+1}|y\rangle=\|\phi\|e_1,$$

$$(z-QHQ)y-b_mv_{m+1}c_m=0 .$$

Solving the second for $y$ and inserting it in the first gives

$$(z-T_m-R_m\,e_me_m^T)\,c=\|\phi\|e_1,$$

$$R_m(z)=b_m^2\,\langle v_{m+1}|(z-QHQ)^{-1}|v_{m+1}\rangle .\tag{7}$$

Since $G=\langle\phi|x\rangle=\|\phi\|c_1$, the full $G$ is the fraction (6) with its last denominator replaced by $z-a_m-R_m(z)$. Truncation means setting $R_m=0$. A small $b_m$ helps, but $R_m$ can still be large if $z$ lies close to an eigenvalue of $QHQ$ that has weight in $v_{m+1}$.

The poles follow from diagonalizing $T_m$. Let $T_ms_j=\theta_js_j$ with real orthonormal eigenvectors $s_j$, whose first components are $s_{1j}$. The $\theta_j$ are the Ritz values. Inserting the spectral decomposition in (3) gives

$$G_m(z)=\|\phi\|^2\sum_{j=1}^m\frac{\omega_j}{z-\theta_j},\qquad \omega_j=s_{1j}^2 .\tag{8}$$

No term drops out and no two poles coincide. Suppose $s_{1j}=0$. The first row of the eigenvalue equation, $a_1s_{1j}+b_1s_{2j}=\theta_js_{1j}$, forces $s_{2j}=0$ because $b_1\neq0$. Row $k$,

$$b_{k-1}s_{k-1,j}+a_ks_{kj}+b_ks_{k+1,j}=\theta_js_{kj},$$

then forces $s_{k+1,j}=0$ in turn, and the whole vector vanishes, which an eigenvector cannot do. So every $\omega_j$ is positive. If two independent eigenvectors shared an eigenvalue, some combination of them would have a zero first component, which has just been excluded. So all $\theta_j$ are distinct. The first row of an orthogonal matrix has unit norm, so $\sum_j\omega_j=1$. Each weight is the squared overlap of $v_1$ with the Ritz vector $V_ms_j$.

The weights can also be read from the fraction without eigenvectors. By the cofactor formula for an inverse,

$$g_1(z)=\frac{\det(z-T^{(2)})}{\det(z-T_m)}=\frac{\prod_{i=1}^{m-1}(z-\mu_i)}{\prod_{i=1}^{m}(z-\theta_i)},$$

where $\mu_i$ are the eigenvalues of $T^{(2)}$. The residue at $\theta_j$ must agree with (8), so

$$\omega_j=\frac{\prod_i(\theta_j-\mu_i)}{\prod_{i\neq j}(\theta_j-\theta_i)} .\tag{9}$$

Because $\omega_j>0$, no $\mu_i$ coincides with a $\theta_j$, and the $\mu_i$ are the zeros of $G_m$. Between neighbouring poles, $g_1$ falls from $+\infty$ to $-\infty$, since its derivative $-\sum_j\omega_j/(x-\theta_j)^2$ is negative. It therefore has one zero in each of the $m-1$ gaps, which accounts for all the $\mu_i$.

Now write $g_1=1/(z-a_1-\Sigma)$ with $\Sigma=b_1^2g_2$. The poles of $\Sigma$ are the $\mu_i$, so $\Sigma$ is smooth at $\theta_j$. There the denominator vanishes with slope $1-\Sigma'(\theta_j)$, and

$$\omega_j=\frac{1}{1-\Sigma'(\theta_j)} .\tag{10}$$

Since $g_2$ also has the form (8), with positive weights, $\Sigma'$ is negative at $\theta_j$ and $0<\omega_j<1$ for $m\ge2$. A steep self-energy means that the Ritz vector lives mostly on the rest of the chain.

How good the truncated fraction is can be stated in terms of moments. Equation (2) gives

$$HV_mT_m^ke_1=V_mT_m^{k+1}e_1+b_mv_{m+1}(T_m^k)_{m1}.$$

A tridiagonal matrix moves one site at a time, so $(T_m^k)_{m1}=0$ for $k<m-1$, while $(T_m^{m-1})_{m1}=b_1\cdots b_{m-1}$. Starting from $v_1=V_me_1$ and applying $H$ repeatedly, we find

$$H^kv_1=V_mT_m^ke_1\quad(k\le m-1),$$

$$H^mv_1=V_mT_m^me_1+b_1b_2\cdots b_m\,v_{m+1}.$$

A moment $\langle v_1|H^kv_1\rangle$ with $k\le2m-1$ can be written as $\langle H^iv_1|H^{k-i}v_1\rangle$ with $i\le m-1$ and $k-i\le m$. The left vector is orthogonal to $v_{m+1}$, so the moment equals $(T_m^k)_{11}$. For $k=2m$ both vectors are $H^mv_1$, and

$$\langle v_1|H^{2m}v_1\rangle-(T_m^{2m})_{11}=b_1^2b_2^2\cdots b_m^2 .\tag{11}$$

Expanding both resolvents in powers of $1/z$ for $|z|>\|H\|$, where the moment of order $k$ multiplies $z^{-k-1}$, gives

$$G-G_m=\|\phi\|^2\,\frac{b_1^2\cdots b_m^2}{z^{2m+1}}+O(z^{-2m-2}).$$

This is a statement about large $|z|$. It promises nothing close to the spectrum, where spectral functions are wanted.

As an example, take a $7\times7$ lattice with open edges, one orbital per site, and the matrix element $-1$ eV between nearest neighbours and $-0.25$ eV between diagonal neighbours. The central site has energy $-1$ eV, all others zero. The start vector is the central site, with $\|\phi\|=1$. The first coefficients can be checked by eye: $a_1=-1$ eV, and $H$ takes the centre to four nearest and four diagonal neighbours, so $b_1^2=4(1)^2+4(0.25)^2=4.25\ \text{eV}^2$.

Both $H$ and the start vector are unchanged by the symmetries of the square, so every Krylov vector has equal amplitudes on equivalent sites. There are $4+3+2+1=10$ classes of equivalent sites, so the Krylov dimension is at most ten. The computation finds $b_9=0.0658$ eV and $b_{10}=9\times10^{-13}$ eV, which is zero to rounding. The process thus ends at ten, although $H$ has dimension 49.

Stop first at $m=4$. The coefficients are $a_2=-1.4118$, $a_3=-0.8466$, $a_4=-1.0160$, $b_2=2.0924$ and $b_3=2.0904$, all in eV. At $z=0.5+0.2i$ eV, recursion (5) runs from the bottom, with $d_k$ in eV and $g_k$ in 1/eV:

$$d_4=0.5+1.0160+0.2i=1.5160+0.2i,$$

$$g_4=\frac{1.5160-0.2i}{1.5160^2+0.2^2}=0.6484-0.0855i,$$

$$d_3=1.3466+0.2i-4.3696\,g_4=-1.4864+0.5738i,$$

$$g_3=-0.5855-0.2260i,$$

$$d_2=1.9118+0.2i-4.3782\,g_3=4.4753+1.1895i,$$

$$g_2=0.2087-0.0555i,$$

$$d_1=1.5+0.2i-4.25\,g_2=0.6130+0.4358i .$$

The result is $G_4=1/d_1=1.0837-0.7704i$ per eV. All four imaginary parts of $d_k$ are at least $0.2$ eV, as they must be.

The full resolvent at the same point is $G=0.0431-0.4080i$ per eV. The four-level value is therefore poor: its error of 1.10 per eV is 2.7 times $|G|$. Equation (7) locates the fault. The omitted term is $R_4=2.020-2.151i$ eV, larger in magnitude than the denominator $d_4$ from which it should have been subtracted. The moments up to order eight give little warning of this. They agree through order seven, and at order eight the lattice gives $24225.07\ \text{eV}^8$ against $23933.95\ \text{eV}^8$ from $T_4$. The difference, $291.12\ \text{eV}^8$, is the product in (11) and amounts to 1.2% of the lattice moment.

The poles of $G_4$ and their weights are

$$\begin{array}{c|cccc}
\theta_j\ (\text{eV})&-4.4795&-2.3174&0.2318&2.2908\\
\omega_j&0.1455&0.3119&0.4219&0.1207
\end{array}$$

and the zeros, at $-4.0012$, $-1.2120$ and $1.9389$ eV, lie one in each gap. For the third pole, (9) gives

$$\omega_3=\frac{(4.2330)(1.4439)(-1.7071)}{(4.7113)(2.5492)(-2.0590)}=0.4219 .$$

The slope $\Sigma'(\theta_3)=-1.3701$ gives the same value through (10), $1/2.3701=0.4219$. On the real axis at $z=a_4$, where the lowest denominator is zero, $G_4$ has the finite value $-0.0930$ per eV, equal to $G_2$ there.

For a spectral function with broadening $\eta>0$, define $A(E)=-\operatorname{Im}G(E+i\eta)/\pi$. Each pole in (8) contributes

$$-\frac1\pi\operatorname{Im}\frac{\omega_j}{E-\theta_j+i\eta}=\frac{\omega_j}{\pi}\,\frac{\eta}{(E-\theta_j)^2+\eta^2},$$

a Lorentzian of area $\omega_j$. At $E=0.5$ eV and $\eta=0.2$ eV, four levels give $A=0.245$ per eV, against $0.130$ per eV for the full lattice. The pole at $0.2318$ eV alone supplies

$$\frac{0.4219}{\pi}\,\frac{0.2}{0.2682^2+0.2^2}=0.240$$

per eV of the four-level value. In the full lattice the nearest poles lie at $0.0082$ and $0.7273$ eV, with the smaller weights $0.1407$ and $0.1142$. The broadening is much smaller than the spacing of the four Ritz values, so $A$ depends on where individual poles fall, and four levels do not place them well enough.

The error disappears when the Krylov space is complete, but it need not fall with each added level. At this $z$, $|G_m-G|$ is

$$\begin{array}{c|ccccccccc}
m&2&3&4&5&6&7&8&9&10\\
\text{error (1/eV)}&1.11&0.37&1.10&0.25&0.73&0.21&0.37&0.0028&5\times10^{-16}
\end{array}$$

Measured by $|G_m-G|$, three levels do better here than four or six, although their error is still 0.9 times $|G|$. For $A$ alone the order of three and six is reversed: three levels give $0.026$ and six give $0.192$ per eV, against $0.130$ per eV for the full lattice. At $m=4$ and $m=6$ a pole lies within 0.27 eV of the chosen energy, with more than twice the weight of the nearest pole of the full lattice. At $m=3$ the nearest pole is 1.28 eV away. An error that has fallen at one $m$ can thus rise again at the next.

The drop at $m=9$ follows from (7). Only one Krylov vector is then missing, so $R_9=b_9^2/(z-a_{10})$. With $a_{10}=1.3943$ eV,

$$|R_9|=\frac{0.0658^2}{|-0.8943+0.2i|}\ \text{eV}=0.0047\ \text{eV}.$$

At $m=8$ two Krylov vectors are missing, so $R_8=b_8^2/(z-a_9-R_9)$. With $b_8=0.6193$ eV and $a_9=0.6120$ eV, its magnitude is $0.6193^2/0.228=1.7$ eV, several hundred times $|R_9|$. If $b_9$ were zero, the tenth level would be detached, with energy $a_{10}$ and no weight in $v_1$. With the small actual coupling there is a final pole at $1.4058$ eV, close to $a_{10}$, with weight $0.0037$.

At $m=10$ the poles are eigenvalues of $H$: with $b_m=0$, equation (2) gives $HV_ms_j=\theta_jV_ms_j$. The lowest lies at $-4.6307$ eV, or $-7.4193\times10^{-19}$ J, with weight $0.1058$. The lowest Ritz value at $m=4$ was 0.15 eV higher, in the direction required for the minimum of an energy expectation value over a smaller space. The complement of the Krylov space has dimension 39. It is invariant under $H$ and orthogonal to $v_1$, so it adds nothing to $G$. The numerical check confirms the ten poles and weights by diagonalizing the whole lattice Hamiltonian.

Two properties carry the derivation. Hermiticity gives the short recursion, the real poles and the positive weights. Orthonormality of the $v_k$ makes $T_m$ the projection of $H$. In floating-point arithmetic the short recursion does not enforce orthogonality to the older vectors, so the computation here orthogonalizes each new vector against all previous ones. Without such control, the fraction still equals the corner element of $(z-T_m)^{-1}$, and (2), which only restates the recursion, still holds up to rounding. But $V_m^\dagger V_m=1$ can fail. In that case $T_m$ need no longer be the projection of $H$, and the derivation of (7) no longer applies.

## Calculated quantities

```
lattice 7x7, dimension 49, Krylov dimension 10
hopping strengths 1.00, 0.25 eV; central site energy -1.00 eV
k=1: a_k = -1.000000 eV, b_k = 2.061553 eV
k=2: a_k = -1.411765 eV, b_k = 2.092425 eV
k=3: a_k = -0.846571 eV, b_k = 2.090353 eV
k=4: a_k = -1.015990 eV, b_k = 1.892227 eV
k=5: a_k = -0.448781 eV, b_k = 1.440081 eV
k=6: a_k = 0.314258 eV, b_k = 1.383029 eV
k=7: a_k = 0.250481 eV, b_k = 1.094950 eV
k=8: a_k = 0.152128 eV, b_k = 0.619298 eV
k=9: a_k = 0.611950 eV, b_k = 0.065782 eV
k=10: a_k = 1.394289 eV, b_k = 9.4e-13 eV
z = 0.50+0.20j eV; four-level fraction, bottom-up:
k=4: denominator 1.515990+0.200000j eV, g_k 0.648351-0.085535j 1/eV
k=3: denominator -1.486448+0.573752j eV, g_k -0.585511-0.226001j 1/eV
k=2: denominator 4.475276+1.189486j eV, g_k 0.208706-0.055472j 1/eV
k=1: denominator 0.613000+0.435756j eV, g_k 1.083704-0.770361j 1/eV
full resolvent G(z) = 0.043119-0.408033j 1/eV
exact remainder in last denominator = 2.020229-2.151205j eV
G_4 at real z=a_4: -0.092985 1/eV (equals G_2 there)
four-level poles, weights, slopes of Sigma:
theta_1 = -4.479513 eV, weight 0.145463, slope -5.874604
theta_2 = -2.317385 eV, weight 0.311888, slope -2.206278
theta_3 = 0.231812 eV, weight 0.421920, slope -1.370120
theta_4 = 2.290762 eV, weight 0.120729, slope -7.282992
zeros of G_4 (eV): -4.001164, -1.212045, 1.938884
moment 8: lattice 24225.0745, T_4 23933.9527 eV^8
difference 291.1217, product of b_k^2 291.1217 eV^8
m=2: |G_m - G| = 1.11e+00 1/eV
m=4: |G_m - G| = 1.10e+00 1/eV
m=6: |G_m - G| = 7.26e-01 1/eV
m=8: |G_m - G| = 3.69e-01 1/eV
m=9: |G_m - G| = 2.80e-03 1/eV
m=10: |G_m - G| = 5.01e-16 1/eV
final poles and weights:
E = -4.630747 eV, weight 0.105840
E = -3.122221 eV, weight 0.189252
E = -1.756624 eV, weight 0.098070
E = -0.880632 eV, weight 0.173320
E = 0.008175 eV, weight 0.140669
E = 0.727299 eV, weight 0.114228
E = 1.276407 eV, weight 0.088651
E = 1.405845 eV, weight 0.003661
E = 2.170677 eV, weight 0.060912
E = 2.801821 eV, weight 0.025397
A(E=0.5 eV): four levels 0.245214, full 0.129881 1/eV
lowest final pole = -7.419274e-19 J
```
